\section*{Tolman's theorem for the activation energy of unimolecular decomposition}

\section{Definitions and conventions}

A gas-phase reactant molecule has internal energy $E$, measured from its zero-point level. Its density of states is $\rho(E)$, and a molecule with energy $E$ decomposes with probability $k(E)$ per unit time. The microcanonical rate constant $k(E)$ is a property of the isolated molecule and does not depend on temperature. With $\beta=1/(k_BT)$, the thermal distribution of internal energy is
\begin{equation}
P(E)=\frac{\rho(E)e^{-\beta E}}{Q(\beta)},\qquad
Q(\beta)=\int_0^\infty \rho(E)e^{-\beta E}\,dE .
\label{eq:P}
\end{equation}
For discrete levels the integrals are read as sums.

The high-pressure limit means that collisions restore the reactant populations much faster than reaction depletes them, so that the distribution over energy stays equal to $P(E)$ while the number of molecules falls. The rate constant in this limit is $k_\infty(T)$. The activation energy is defined locally, at one temperature:
\begin{equation}
E_a\equiv k_BT^2\frac{d\ln k_\infty}{dT}=-\frac{d\ln k_\infty}{d\beta}.
\label{eq:Ea}
\end{equation}
The two forms agree because $d\beta=-dT/(k_BT^2)$. Nothing here requires $E_a$ to be constant.

Two averages are needed. The mean over all reactant molecules is $\langle E\rangle_{\rm all}=\int E\,P\,dE$. The mean over reacting molecules is an average over reaction events: each molecule is entered once, with the energy it has when it reacts. It is not the average over all molecules that have enough energy to react.

\section{Proof}

Among $N$ reactant molecules, $N P(E)\,dE$ have energies in $dE$, and they produce $k(E)NP(E)\,dE$ events per unit time. Division of the total event rate by $N$ gives
\begin{equation}
k_\infty=\int k(E)P(E)\,dE=\frac{R(\beta)}{Q(\beta)},\qquad
R(\beta)=\int k(E)\rho(E)e^{-\beta E}\,dE .
\label{eq:k}
\end{equation}
The fraction of events that occur in $dE$ is $k(E)P(E)\,dE/k_\infty$. The factor $Q$ cancels in this fraction, so
\begin{equation}
\langle E\rangle_{\rm react}
=\frac{\int E\,k(E)P(E)\,dE}{\int k(E)P(E)\,dE}
=\frac{1}{R}\int E\,k(E)\rho(E)e^{-\beta E}\,dE .
\label{eq:react}
\end{equation}
Now differentiate $R$. Since $k$ and $\rho$ do not depend on $\beta$, the derivative acts on the exponential and brings down $-E$. It may be taken inside the integral when the integrals converge in a neighbourhood of $\beta$, as they do if $k\rho$ grows no faster than a power of $E$. Thus
\begin{equation}
-\frac{d\ln R}{d\beta}=\langle E\rangle_{\rm react},\qquad
-\frac{d\ln Q}{d\beta}=\langle E\rangle_{\rm all}.
\end{equation}
Because $\ln k_\infty=\ln R-\ln Q$, subtraction gives Tolman's theorem:
\begin{equation}
\boxed{E_a=\langle E\rangle_{\rm react}-\langle E\rangle_{\rm all}.}
\label{eq:tolman}
\end{equation}

The proof uses two physical assumptions: a Boltzmann population and a temperature-independent $k(E)$. It does not use transition-state theory. If $k$ depends on further conserved quantities, such as angular momentum, the same proof holds with a sum over all state labels. A shift of the energy zero changes both means equally. Centre-of-mass translation, on which the internal rate does not depend, adds $3k_BT/2$ to both and also cancels.

Equation~\eqref{eq:tolman} can be written as a covariance over the thermal population,
\begin{equation}
E_a=\frac{\langle kE\rangle-\langle k\rangle\langle E\rangle}{\langle k\rangle}.
\end{equation}
The activation energy therefore measures how strongly reaction selects energetic molecules. If $k$ were the same at all energies, reaction would select nothing and $E_a$ would vanish.

\section{Temperature dependence and measured slopes}

Differentiating the thermal mean once more gives
\begin{equation}
-\frac{d\langle E\rangle_{\rm all}}{d\beta}
=\langle E^2\rangle_{\rm all}-\langle E\rangle_{\rm all}^2
={\rm Var}_{\rm all}E .
\end{equation}
The first term comes from the exponential and the second from the normalization. The same steps with weight $k\rho e^{-\beta E}$ give ${\rm Var}_{\rm react}E$. Hence
\begin{equation}
\frac{dE_a}{dT}=\frac{1}{k_BT^2}\left(-\frac{dE_a}{d\beta}\right)
=\frac{{\rm Var}_{\rm react}E-{\rm Var}_{\rm all}E}{k_BT^2}.
\label{eq:var}
\end{equation}
An Arrhenius plot has zero curvature at a temperature where the two energy distributions have equal variance.

For rate constants at two temperatures, integration of \eqref{eq:Ea} gives
\begin{equation}
-\frac{\ln k_\infty(\beta_2)-\ln k_\infty(\beta_1)}{\beta_2-\beta_1}
=\frac{1}{\beta_2-\beta_1}\int_{\beta_1}^{\beta_2}E_a(\beta)\,d\beta .
\label{eq:slope}
\end{equation}
A two-point slope is thus the average of $E_a$ over $\beta$, not over $T$.

\section{What the reacting molecules contain}

Take a transition state with vibrational levels $\epsilon_j$, zero-point-corrected barrier $E_0$ and $L$ equivalent reaction paths. Let $p(\epsilon)$ be the transmission probability at energy $\epsilon$ along the reaction coordinate, relative to the barrier top. The RRKM rate constant is
\begin{equation}
k(E)=\frac{L}{h\rho(E)}\sum_j p(E-E_0-\epsilon_j).
\label{eq:rrkm}
\end{equation}
For classical motion along the coordinate, $p$ is a unit step and the sum is $N^\ddagger(E-E_0)$, the number of transition-state levels up to energy $E-E_0$. Insert \eqref{eq:rrkm} into \eqref{eq:k}: $\rho$ cancels. In each term substitute $E=E_0+\epsilon_j+\epsilon$:
\begin{equation}
k_\infty=\frac{L}{h}\frac{Q^\ddagger}{Q}e^{-\beta E_0}I(\beta),\quad
Q^\ddagger=\sum_j e^{-\beta\epsilon_j},\quad
I=\int p(\epsilon)e^{-\beta\epsilon}\,d\epsilon .
\label{eq:tst}
\end{equation}
For the step, $I=\int_0^\infty e^{-\beta\epsilon}d\epsilon=1/\beta$, and $k_\infty$ takes the usual transition-state form with prefactor $k_BT/h$. Minus the logarithmic derivative of the numerator gives
\begin{align}
\langle E\rangle_{\rm react}&=E_0+k_BT+\langle E\rangle^\ddagger,
\label{eq:content}\\
E_a&=E_0+k_BT+\langle E\rangle^\ddagger-\langle E\rangle_{\rm all}.
\label{eq:tstEa}
\end{align}
Here $\langle E\rangle^\ddagger$ is the thermal energy of the transition-state vibrations. The term $k_BT$ is the mean energy along the reaction coordinate of the molecules that cross. It exceeds the one-dimensional mean kinetic energy $k_BT/2$ because fast molecules cross more often.

Now treat all vibrations classically, without zero-point energy, so that $E_0$ is the bare barrier from the potential minimum to the saddle point. A reactant with $s$ oscillators then has $\langle E\rangle_{\rm all}=sk_BT$, while the transition state has $s-1$ oscillators and $\langle E\rangle^\ddagger=(s-1)k_BT$. Equation~\eqref{eq:tstEa} then gives $E_a=E_0$. The reacting molecules have mean energy $E_0+sk_BT$, well above the barrier, but the background thermal energy $sk_BT$ is subtracted. For quantum oscillators at high temperature, the mean energy above the zero-point level tends to $k_BT-h\nu_i/2$ for a mode of frequency $\nu_i$. The activation energy therefore tends to the same bare barrier, not to the zero-point-corrected one.

Tunnelling changes $p$ and hence $k(E)$, but it does not introduce temperature into $k(E)$, so \eqref{eq:tolman} survives. For a parabolic barrier whose imaginary frequency has magnitude $\nu$,
\begin{equation}
p(\epsilon)=\frac{1}{1+e^{-a\epsilon}},\qquad a=\frac{2\pi}{h\nu}.
\end{equation}
Extend $I$ to $\epsilon=-\infty$, which is harmless when the barrier is high enough for the deep tail to be negligible. With $y=e^{-a\epsilon}$,
\begin{equation}
I=\frac1a\int_0^\infty\frac{y^{\beta/a-1}}{1+y}\,dy
=\frac{\pi/a}{\sin(\pi\beta/a)}
=\frac{h\nu/2}{\sin(\beta h\nu/2)},
\end{equation}
provided $\beta h\nu<2\pi$. The term $k_BT$ in \eqref{eq:content} is replaced by
\begin{equation}
-\frac{d\ln I}{d\beta}=\frac{h\nu}{2}\cot\frac{\beta h\nu}{2},
\label{eq:tunnel}
\end{equation}
which tends to $k_BT$ for $\beta h\nu\ll1$ and is smaller otherwise: tunnelling lets less energetic molecules react.

\section{Failure below the high-pressure limit}

\subsection{Strong collisions}

Suppose that each collision, at frequency $\omega$, redraws the molecule's energy from $P(E)$. Let $g(E)$ be the number of molecules per unit energy. When the overall decay is slow compared with $\omega$, and few molecules are missing from the reactive levels relative to the total $N$, the balance of gain and loss is
\begin{equation}
0=\omega NP-\omega g-kg
\quad\Longrightarrow\quad g=\frac{\omega}{\omega+k}NP .
\end{equation}
The observed rate constant is therefore
\begin{equation}
k_{\rm uni}=\int w(E)P(E)\,dE,\qquad w=\frac{\omega k}{\omega+k}.
\label{eq:uni}
\end{equation}
At fixed pressure the gas density varies as $T^{-1}$ and the mean relative speed as $T^{1/2}$. For a fixed cross-section this gives $\omega\propto T^{-1/2}$, so $-d\ln\omega/d\beta=-k_BT/2$. Also $\partial\ln w/\partial\ln\omega=1-\omega/(\omega+k)=k/(\omega+k)$. With $-dP/d\beta=(E-\langle E\rangle_{\rm all})P$, the derivative of \eqref{eq:uni} is
\begin{equation}
E_a=\langle E\rangle_w-\langle E\rangle_{\rm all}
-\frac{k_BT}{2}\left\langle\frac{k}{k+\omega}\right\rangle_w ,
\label{eq:falloff}
\end{equation}
where $\langle\cdot\rangle_w$ is the average over events, with weight $wP$. The first two terms are again a difference of means, now with the events that occur at this pressure; the last term comes only from the temperature dependence of $\omega$. For $\omega\gg k$ at the energies that matter, Tolman's result returns. For $\omega\ll k$ throughout the reactive range, $w\to\omega$ above threshold: every molecule lifted over the barrier reacts before its next collision. The event average then becomes the average over the part of the thermal distribution $P(E)$ above the barrier, not over the depleted population $g(E)$, and the last term becomes $-k_BT/2$.

\subsection{Weak collisions}

Consider levels $n\varepsilon$ connected by single steps, with downward rate $\omega$ held independent of temperature. Detailed balance fixes the upward rate at $\omega x$, where $x=e^{-\beta\varepsilon}$. Let decay start at level $m$ and be so fast that this level is empty. A steady upward flux $J$ through the populations $g_n=x^nc_n$ obeys
\begin{equation}
J=\omega xg_n-\omega g_{n+1}=\omega x^{n+1}(c_n-c_{n+1}),\qquad c_m=0 .
\end{equation}
Divide by $\omega x^{n+1}$ and sum from $n=0$ to $m-1$. For $m^2x^m\ll1$, which keeps the neglected terms small even after differentiation in $\beta$,
\begin{equation}
c_0=\frac{J}{\omega}\sum_{j=1}^{m}x^{-j}\simeq\frac{J}{\omega}\frac{x^{-m}}{1-x},
\qquad N\simeq\frac{c_0}{1-x}.
\end{equation}
Hence $k_{\rm uni}=J/N\simeq\omega x^m(1-x)^2$. Since $d\ln(1-x)/d\beta=\varepsilon x/(1-x)=\langle E\rangle_{\rm all}$,
\begin{equation}
E_a\simeq m\varepsilon-2\langle E\rangle_{\rm all}.
\end{equation}
All events occur at $m\varepsilon$, so the difference of means is $m\varepsilon-\langle E\rangle_{\rm all}$. The theorem fails by one thermal mean energy, because the depletion below threshold itself changes with temperature.

For a numerical case take $\beta\varepsilon=0.5$, 80 levels, and decay rates $k_0(n-15)$ for $n\ge16$. The slowest-decaying eigenvector of the rate matrix gives the populations, and a central difference in $\beta$ gives the slope. At $\omega=0.01k_0$ the slope minus the difference of means is $-0.752\,k_BT$; the limiting formula gives $-0.771\,k_BT$, and the small difference comes from the finite threshold level $m=16$. At $\omega=10^6k_0$ the discrepancy is $-0.00009\,k_BT$.

\section{Evaluation for a model precursor}

\subsection{Input and state counting}

The example lies in the regime of disilane, a silicon deposition precursor, decomposing by $\mathrm{Si_2H_6\to SiH_2+SiH_4}$. Its parameters are rough, rounded values, not a computed structure. The reactant wavenumbers in cm$^{-1}$, with multiplicities, are $2150\,(6)$, $900\,(6)$, $600\,(2)$, $400\,(3)$ and $130\,(1)$. Those of the transition state are $2150\,(5)$, $1500\,(1)$, $900\,(5)$, $500\,(2)$, $300\,(2)$ and $150\,(2)$. All modes are harmonic. The barrier is $17700$ cm$^{-1}$, or $E_0=2.1945$ eV; $L=6$ and $T=800$ K, so $k_BT=0.0689$ eV.

Energies are placed on a grid of spacing $\delta=10$ cm$^{-1}$ up to $80000$ cm$^{-1}$. To count states, start with $W_0=1$ and all other $W_i=0$. For each mode of $r$ grid steps, replace $W_i$ by $W_i+W_{i-r}$ in order of increasing $i\ge r$. The updated $W_{i-r}$ already includes further quanta of that mode, so each combination is counted once. Then $\rho_i=W_i/\delta$.

For $N^\ddagger_i$ use the cumulative transition-state count minus half the count at grid point $i$. The sum over energy for one transition-state level then becomes, with $q=e^{-\beta\delta}$,
\begin{equation}
\delta\left(\frac12+\sum_{n=1}^{\infty}q^n\right)
=\frac{\delta}{2}\coth\frac{\beta\delta}{2}
=\frac1\beta\left[1+\frac{(\beta\delta)^2}{12}+\cdots\right].
\end{equation}
Without the half weight the error would be of first order in $\beta\delta$. Both means follow from sums over the grid with weights $W_ie^{-\beta E_i}$ and $k_iW_ie^{-\beta E_i}$.

\subsection{High-pressure result}

The sums give $k_\infty=4.5$ s$^{-1}$ and
\begin{equation}
E_a=2.7524-0.4787=2.2737\ {\rm eV}\quad(219.4\ {\rm kJ/mol}).
\end{equation}
These digits display the identity within the model; the rough inputs do not determine a real activation energy so finely. The transition-state vibrations hold $0.4890$ eV, so \eqref{eq:content} reads $2.1945+0.0689+0.4890=2.7524$ eV. The activation energy exceeds the barrier by $0.0689+0.4890-0.4787=0.0792$ eV. Most of this excess is the $k_BT$ of the reaction coordinate, because the two vibrational energies nearly cancel. The local prefactor $A=k_\infty e^{E_a/k_BT}$ is about $10^{15}$ s$^{-1}$.

A fraction $1.69\times10^{-6}$ of the molecules lies above the barrier, with mean energy $2.2976$ eV. Using that mean in place of $\langle E\rangle_{\rm react}$ would give $1.8189$ eV, which is $0.45$ eV below $E_a$. These figures count the grid point at $E_0$ in full. With half weight there, the fraction is $1.68\times10^{-6}$ and the energies rise by $0.0007$ eV, so their last digits depend on the grid. The averages differ because $k(E)$ rises steeply. Its mean over molecules above the barrier is $4.518/(1.69\times10^{-6})=2.7\times10^6$ s$^{-1}$, whereas near the mean reacting energy it is about $1.0\times10^8$ s$^{-1}$. That figure uses a smoothed $\rho$: the rounded wavenumbers make $W_i$ jagged, so single grid values of $k(E)$ within 50 cm$^{-1}$ of that energy scatter between $0.84\times10^8$ and $1.2\times10^8$ s$^{-1}$.

The standard deviations of energy are $0.2490$ eV for reacting molecules and $0.2436$ eV for all molecules. Through \eqref{eq:var} their small difference makes $E_a$ rise by $4.8$ meV per 100 K at 800 K. The local values are $2.2686$ eV at 700 K and $2.2782$ eV at 900 K; the slope between these temperatures is $2.2732$ eV.

\subsection{Pressure and neglected effects}

The collision frequency is estimated from
\begin{equation}
\omega=\frac{p}{k_BT}\,\pi d^2\sqrt{\frac{8k_BT}{\pi\mu}},
\end{equation}
with rough values $d=0.5$ nm and $\mu=19$ u, the latter appropriate to disilane in nitrogen. At 800 K, \eqref{eq:uni} and \eqref{eq:falloff} give:
\begin{center}
\begin{tabular}{rcccc}
$p$ (Torr) & $\omega$ (s$^{-1}$) & $k_{\rm uni}/k_\infty$ & $\langle E\rangle_w$ (eV) & $E_a$ (eV)\\
1 & $9.0\times10^6$ & 0.23 & 2.512 & 2.018\\
760 & $6.8\times10^9$ & 0.95 & 2.732 & 2.252
\end{tabular}
\end{center}
At 1 Torr, $\omega$ is about one tenth of $k(E)$ at the high-pressure mean reacting energy. The most energetic levels are depleted and the mean energy of the events falls by $0.24$ eV. Together with the last term of \eqref{eq:falloff}, this lowers $E_a$ by $0.26$ eV. At 760 Torr the drop is $0.02$ eV. In the low-pressure limit of this strong-collision model, the result would be $1.8189-0.0689/2=1.784$ eV, uncertain by about $0.001$ eV from the energy grid.

The other effects are sized at 800 K in the high-pressure limit, one at a time. For an assumed imaginary wavenumber of magnitude $1000$ cm$^{-1}$, \eqref{eq:tunnel} lowers $E_a$ by $0.020$ eV, and tunnelling multiplies $k_\infty$ by $1.15$. Next, treat the reactant's 130 cm$^{-1}$ torsion classically and change its potential from harmonic to $V=(V_0/2)(1-\cos3\phi)$ with $V_0=0.05$ eV. The mean potential energy is then lower than the classical harmonic value $k_BT/2$, so $\langle E\rangle_{\rm all}$ falls and $E_a$ rises by $0.014$ eV. Finally, give the six reactant stretches levels $2150n-35n(n-1)$ cm$^{-1}$, for $n=0$ to 24, and leave the transition state harmonic. This lowers $E_a$ by $0.0002$ eV. Anharmonicity of the soft transition-state modes is not estimated. Classical, separable overall rotation adds $3k_BT/2$ to both means and cancels in $E_a$, though it can alter the prefactor.

At 1 Torr the assumption of a Boltzmann population fails for this model. The estimated shift of $-0.26$ eV is larger than each of the other corrections sized here. Real collisions with a light carrier gas transfer limited energy, so strong collisions overstate their efficiency and the fall-off at a given pressure should be larger. The drop in $E_a$ can then also be larger than the table suggests, even at 760 Torr. A film growth rate also depends on surface reactions and transport, so its Arrhenius slope need not equal the gas-phase $E_a$. For an implementation, check before using \eqref{eq:tolman} that $\omega$ is much larger than $k(E)$ over the energies that dominate the event average. For weak collisions this condition is not sufficient: many collisions may be needed to restore the reactive populations, so the energy transferred per collision matters too. A comparison with the much smaller thermal rate $k_\infty$ does not establish the high-pressure limit.
